# Mass subtraction in the self-energy of a bound electron: a program that tests the result

```python
# Result under test (hbar=c=1, electron mass m=1 unless varied, energies in m c^2):
# the Furry-picture mass counterterm shifts a level by -dm*<beta>, with
# <beta> = dE/dm = int(G^2-F^2), m<beta> = E - <V + r V'>, so <beta> = E/m for a point
# Coulomb potential. Subtracting dm*norm instead leaves the error -dm*(1-<beta>), which
# grows with L = ln(Lam^2/m^2), Lam = Pauli-Villars photon mass.
# G,F: large/small radial functions (times r); za = Z*alpha; R: uniform-sphere radius;
# Sigma(p) = (alpha/4pi)(a m + b pslash); Gamma^mu: one-loop vertex in units alpha/4pi.
import numpy as np
from math import exp, log, sqrt, pi, gamma as Gam
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from numpy.polynomial.legendre import leggauss

alpha = sc.fine_structure
mc2 = sc.physical_constants['electron mass energy equivalent in MeV'][0]*1e6
lamC = sc.hbar/(sc.m_e*sc.c)*1e15
u = alpha/(4*pi)

def panels(edges, n):
    x, w = leggauss(n)
    a, b = np.asarray(edges[:-1])[:, None], np.asarray(edges[1:])[:, None]
    return (0.5*(a+b)+0.5*(b-a)*x).ravel(), (0.5*(b-a)*w).ravel()

def sommerfeld(Z, n, k):
    za = Z*alpha
    return 1/sqrt(1+(za/(n-abs(k)+sqrt(k*k-za*za)))**2)

def solve(Z, n, k, m=1.0, R=0.0):
    """Shooting solution; returns E, 1-<beta>, <V>, <V+rV'>."""
    za = Z*alpha
    def rhs(t, y, E):
        r = exp(t)
        if r < R:
            V, W = -za/(2*R)*(3-r*r/R**2), -1.5*za/R*(1-r*r/R**2)
        else:
            V, W = -za/r, 0.0
        G, F = y[0], y[1]
        d = [-k*G+r*(E-V+m)*F, k*F-r*(E-V-m)*G]
        if len(y) > 2:
            rho = r*(G*G+F*F)
            d += [r*G*G, r*F*F, V*rho, W*rho]
        return d
    def run(y, ts, E):
        for a, b in zip(ts[:-1], ts[1:]):
            y = solve_ivp(rhs, (a, b), y, args=(E,), method='DOP853', rtol=1e-11,
                          atol=1e-30, first_step=1e-3).y[:, -1]
        return y
    def shoot(E, extra):
        lam, r0 = sqrt(m*m-E*E), 1e-6
        if R == 0:
            y0 = [1.0, (sqrt(k*k-za*za)+k)/za]
        elif k < 0:
            y0 = [1.0, -(E+1.5*za/R-m)*r0/(1-2*k)]
        else:
            y0 = [(E+1.5*za/R+m)*r0/(1+2*k), 1.0]
        ts = [log(r0)]+([log(R)] if R > 0 else [])+[-log(lam)]
        yo = run(y0+[0.0]*extra, ts, E)
        yi = run([1.0, -sqrt((m-E)/(m+E))]+[0.0]*extra, [log(30/lam), -log(lam)], E)
        return yo, yi
    def mismatch(E):
        o, i = shoot(E, 0)
        return (o[0]*i[1]-o[1]*i[0])/(np.hypot(o[0], o[1])*np.hypot(i[0], i[1]))
    g = m*sommerfeld(Z, n, k)
    E = brentq(mismatch, g-0.02*(m-g), g+0.02*(m-g), xtol=1e-13, rtol=1e-14)
    o, i = shoot(E, 4)
    s = (o[0]*i[0]+o[1]*i[1])/(i[0]**2+i[1]**2)
    I = o[2:]-s*s*i[2:]
    N = I[0]+I[1]
    return E, 2*I[1]/N, I[2]/N, I[3]/N

# Feynman-parameter grid graded towards both ends; xb = 1-x stored accurately
h, wh = panels(np.r_[0, np.geomspace(1e-16, 0.5, 25)], 12)
xg, xb, wx = np.r_[h, 1-h], np.r_[1-h, h], np.r_[wh, wh]

def sigma_ab(p2, Lam):
    p2 = np.atleast_1d(np.asarray(p2, float))[:, None]
    D = xb*np.where(p2 > 0, (1-p2)+xb*p2, 1-xg*p2)
    lg = np.log1p(xg*Lam**2/D)
    return lg@(4*wx), -lg@(2*xg*wx)

def dm(Lam):
    a, b = sigma_ab(1.0, Lam)
    return u*(a[0]+b[0])

# Sigma by direct Euclidean integration over the photon momentum q
P, Lam = 1.3, 3.0
uu, wu = panels(np.linspace(0, 1, 11), 20)
q, wq = (3*uu/(1-uu))[:, None], (3*wu/(1-uu)**2)[:, None]
th, wt = panels([0, pi], 80)
ker = wq*wt*np.sin(th)**2*q*Lam**2/(q*q+Lam**2)/(P*P+q*q-2*P*q*np.cos(th)+1)
aE, bE = 16/pi*ker.sum(), -8/pi*(ker*(1-q*np.cos(th)/P)).sum()
aF, bF = sigma_ab(-P*P, Lam)
assert abs(aE/aF[0]-1) < 1e-7 and abs(bE/bF[0]-1) < 1e-7
dm_asym = lambda Lam: 3*u*(log(Lam**2)+0.5)
assert abs(dm(1e4)/dm_asym(1e4)-1) < 1e-6

# Dirac matrices
sg = [np.array(s, complex) for s in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
O, I2 = np.zeros((2, 2)), np.eye(2)
gam = np.array([np.block([[I2, O], [O, -I2]])]+[np.block([[O, s], [-s, O]]) for s in sg], complex)
met = np.array([1., -1, -1, -1])
slash = lambda v: np.einsum('...m,mab->...ab', v*met, gam)
sq = lambda v: (v*v*met).sum(-1)
sandwich = lambda M: sum(met[n]*gam[n]@M@gam[n] for n in range(4))

def Sigma(p, Lam):
    a, b = sigma_ab(sq(p), Lam)
    return a[0]*np.eye(4)+b[0]*slash(p)

def vertex(pp, p, Lam):
    s, ws = panels([0, 1], 24)
    t, x = xb[:, None], xg[:, None]
    w = wx[:, None]*ws*t
    Pm = s[:, None]*pp+(1-s)[:, None]*p
    D0 = t*(t*sq(Pm)+s*(1-sq(pp))+(1-s)*(1-sq(p)))
    K = t[..., None]*Pm
    Lf = (w*(1/D0-1/(D0+x*Lam**2)))[..., None, None]*(slash(pp-K)+np.eye(4))
    Rt = slash(p-K)+np.eye(4)
    lg = (w*np.log1p(x*Lam**2/D0)).sum()
    return np.array([2*lg*sandwich(sandwich(g))/4-sandwich((Lf@g@Rt).sum((0, 1))) for g in gam])

p1, p2 = np.array([0.87, 0.3, -0.2, 0.5]), np.array([0.7, -0.4, 0.6, 0.1])
wt_l = np.einsum('m,mab->ab', (p2-p1)*met, vertex(p2, p1, 3.0))
wt_r = Sigma(p1, 3.0)-Sigma(p2, 3.0)
assert np.abs(wt_r).max() > 0.1 and np.abs(wt_l-wt_r).max() < 1e-7
dL = log(100.0)
for a_, b_ in ((p2, p1), (np.array([0.87, 2, 1, -3.]), np.array([0.87, 0.1, 0, 0.2]))):
    vs = (vertex(a_, b_, 1e5)-vertex(a_, b_, 1e4))/dL
    assert np.abs(vs-gam).max() < 1e-5
vslope = np.trace(vs[0]@gam[0]).real/4
# second order in a constant potential: curvature in p0 of the L-slope of Sigma dies out
def curvature(Lam):
    S = [(Sigma(np.array([e, 0.4, 0, 0]), 10*Lam)-Sigma(np.array([e, 0.4, 0, 0]), Lam))/dL
         for e in (0.4, 0.6, 0.8)]
    return np.abs(S[0]-2*S[1]+S[2]).max()/0.04
c10, c1000 = curvature(10.0), curvature(1e3)
assert c1000 < 1e-4 and c1000 < c10/100
# free electron
ev, vec = np.linalg.eigh(0.75*gam[0]@gam[3]+gam[0])
bfree = (vec[:, 3].conj()@gam[0]@vec[:, 3]).real
assert abs(bfree-1/ev[3]) < 1e-12

print(f"alpha = {alpha:.10f}, mc^2 = {mc2:.2f} eV, hbar/mc = {lamC:.3f} fm")
print(f"d(dm/m)/dL = 3 alpha/4pi = {3*u:.6e}")
for L_ in (10.0, 1e3):
    print(f"Lam = {L_:g} m: dm/m exact = {dm(L_):.5e}, asymptotic = {dm_asym(L_):.5e}")
print(f"Sigma at p^2=-{P*P:.2f}, Lam=3 m: a = {aF[0]:.7f} / {aE:.7f}, b = {bF[0]:.7f} / {bE:.7f}")
print(f"vertex L-slope / (alpha/4pi gamma0) = {vslope:.7f}")
print(f"second-order L-slope [alpha/4pi/m]: Lam=10 m {c10:.2e}, Lam=1000 m {c1000:.2e}")
print(f"free electron p = 0.75 m: E = {ev[3]:.4f} m, <beta> = {bfree:.4f}")

print("1s point: Z, 1-<beta>, (Za)^2/2, error per L [eV], (a/pi)(Za)^4 m [eV], |ratio|")
one_s = {}
for Z in (1, 20, 51, 68, 82):
    E, ob, V, W = one_s[Z] = solve(Z, 1, -1)
    za = Z*alpha
    assert abs(E-sqrt(1-za*za)) < 1e-9 and abs(ob/(1-E)-1) < 1e-6
    assert abs(V*sqrt(1-za*za)/(-za*za)-1) < 1e-6
    scale = alpha/pi*za**4*mc2
    print(f"Z={Z}: {ob:.6e}, {za*za/2:.6e}, {-3*u*ob*mc2:.5g}, {scale:.5g}, {3*u*ob*mc2/scale:.4g}")
assert abs(one_s[1][1]/(alpha**2/2)-1) < 1e-4

Z = 68
za = Z*alpha
g = sqrt(1-za*za)
E1, ob1, V1, _ = one_s[Z]
# momentum-space 1s state and zero-potential term
lp, wl = panels(np.linspace(log(1e-4), log(1e7), 34), 10)
p = np.exp(lp)
wp = wl*p**3
an, rho = np.arctan(p/za), np.hypot(p, za)
Nn = sqrt((2*za)**(2*g+1)/(2*Gam(2*g+1))*2/pi)
gp = Nn*sqrt(1+g)*Gam(g+1)*np.sin((g+1)*an)/(p*rho**(g+1))
fp = -Nn*sqrt(1-g)*(Gam(g)*np.sin(g*an)/(p*p*rho**g)-Gam(g+1)*np.cos((g+1)*an)/(p*rho**(g+1)))
ap = -2*(wp*p*gp*fp).sum()
assert abs((wp*(gp**2+fp**2)).sum()-1) < 1e-8
assert abs((wp*(gp**2-fp**2)).sum()-(1-ob1)) < 1e-8 and abs(ap+V1) < 1e-7
def zero_pot(Lam):
    a, b = sigma_ab(g*g-p*p, Lam)
    return (wp*(a*(gp**2-fp**2)+b*(g*(gp**2+fp**2)+2*p*gp*fp))).sum()
s0 = (zero_pot(1e5)-zero_pot(1e4))/dL
sdm = (dm(1e5)-dm(1e4))/dL/u
tot = s0+vslope*V1
assert abs(s0-(3*(1-ob1)-V1)) < 1e-5
assert abs(tot-sdm*(1-ob1)) < 1e-5 and abs(tot-sdm) > 0.3
print(f"Er Z={Z}: Za = {za:.6f}, gamma = {g:.8f}, <V> = {V1:.7f} m, <alpha.p> = {ap:.7f} m")
print(f"1s L-slopes [alpha m/4pi]: zero-pot {s0:.6f}, one-pot {vslope*V1:.6f}, sum {tot:.6f}")
print(f"left after beta subtraction {abs(tot-sdm*(1-ob1)):.0e}, after norm subtraction {tot-sdm:.6f}")

A = 166
Rfm = 1.2*A**(1/3)
R = Rfm/lamC
st = {'1s': (1, -1), '2s': (2, -1), '2p1/2': (2, 1), '2p3/2': (2, -2)}
pt, fn = {}, {}
print("Er point: binding [eV], 1-<beta>, error [eV] per L, at Lam=10 m, at Lam=1000 m")
for s_, (n, k) in st.items():
    E, ob, V, W = pt[s_] = one_s[Z] if s_ == '1s' else solve(Z, n, k)
    assert abs(E-sommerfeld(Z, n, k)) < 1e-9 and abs(ob-(1-E)) < 1e-8
    print(f"{s_}: {(1-E)*mc2:.2f}, {ob:.8f}, {-3*u*ob*mc2:.2f}, "
          f"{-dm(10.)*ob*mc2:.1f}, {-dm(1e3)*ob*mc2:.1f}")
print(f"sphere: A = {A}, R = {Rfm:.3f} fm = {R:.6f} hbar/mc")
print("Er sphere: size shift [eV], 1-<beta>, <beta>-E/m, -<V+rV'>/m")
for s_, (n, k) in st.items():
    E, ob, V, W = fn[s_] = solve(Z, n, k, R=R)
    assert abs((1-ob)-E+W) < 1e-8
    print(f"{s_}: {(E-pt[s_][0])*mc2:.3f}, {ob:.8f}, {1-ob-E:.3e}, {-W:.3e}")
E, ob, V, W = fn['1s']
dEdm = (solve(Z, 1, -1, 1.001, R)[0]-solve(Z, 1, -1, 0.999, R)[0])/0.002
RdE = (solve(Z, 1, -1, 1, 1.01*R)[0]-solve(Z, 1, -1, 1, 0.99*R)[0])/0.02
assert abs(dEdm-(1-ob)) < 1e-7 and abs(dEdm-E) > 1e-5
assert abs(RdE+W) < 1e-7 and abs(RdE/(2*g*(E-E1))-1) < 0.05
print(f"sphere 1s: dE/dm = {dEdm:.7f}, <beta> = {1-ob:.7f}, E/m = {E:.7f}")
print(f"sphere 1s: R dE/dR = {RdE:.4e} m, 2 gamma shift = {2*g*(E-E1):.4e} m")
assert abs(pt['2s'][1]-pt['2p1/2'][1]) < 1e-8 and abs(fn['2s'][1]-fn['2p1/2'][1]) > 1e-6
print("transition: energy point [eV], error at Lam=10 m point [eV], sphere [eV]")
for hi, lo in (('2p3/2', '1s'), ('2p3/2', '2p1/2'), ('2s', '2p1/2')):
    dE, er = pt[hi][0]-pt[lo][0], dm(10.)*(pt[lo][1]-pt[hi][1])
    assert abs(er-dm(10.)*dE) < 1e-9
    print(f"{hi}-{lo}: {abs(dE)*mc2:.2f}, {abs(er)*mc2:.3f}, "
          f"{dm(10.)*(fn[lo][1]-fn[hi][1])*mc2:.3f}")
sc1 = alpha/pi*za**4*mc2
print(f"1s |error|/scale: Lam=10 m {dm(10.)*ob1*mc2/sc1:.2f}, Lam=1000 m {dm(1e3)*ob1*mc2/sc1:.2f}")
print("all assertions hold")
```

Output:

```
alpha = 0.0072973526, mc^2 = 510998.95 eV, hbar/mc = 386.159 fm
d(dm/m)/dL = 3 alpha/4pi = 1.742115e-03
Lam = 10 m: dm/m exact = 8.98725e-03, asymptotic = 8.89379e-03
Lam = 1000 m: dm/m exact = 2.49393e-02, asymptotic = 2.49393e-02
Sigma at p^2=-1.69, Lam=3 m: a = 7.8438710 / 7.8438710, b = -2.6049545 / -2.6049545
vertex L-slope / (alpha/4pi gamma0) = 0.9999996
second-order L-slope [alpha/4pi/m]: Lam=10 m 1.06e-02, Lam=1000 m 1.12e-06
free electron p = 0.75 m: E = 1.2500 m, <beta> = 0.8000
1s point: Z, 1-<beta>, (Za)^2/2, error per L [eV], (a/pi)(Za)^4 m [eV], |ratio|
Z=1: 2.662603e-05, 2.662568e-05, -0.023703, 3.3659e-06, 7042
Z=20: 1.070760e-02, 1.065027e-02, -9.5321, 0.53854, 17.7
Z=51: 7.183341e-02, 6.925339e-02, -63.947, 22.771, 2.808
Z=68: 1.318032e-01, 1.231171e-01, -117.33, 71.967, 1.63
Z=82: 1.987897e-01, 1.790311e-01, -176.97, 152.18, 1.163
Er Z=68: Za = 0.496220, gamma = 0.86819683, <V> = -0.2836157 m, <alpha.p> = 0.2836157 m
1s L-slopes [alpha m/4pi]: zero-pot 2.888206, one-pot -0.283616, sum 2.604590
left after beta subtraction 1e-07, after norm subtraction -0.395409
Er point: binding [eV], 1-<beta>, error [eV] per L, at Lam=10 m, at Lam=1000 m
1s: 67351.28, 0.13180317, -117.33, -605.3, -1679.7
2s: 17124.77, 0.03351233, -29.83, -153.9, -427.1
2p1/2: 17124.77, 0.03351233, -29.83, -153.9, -427.1
2p3/2: 15977.98, 0.03126813, -27.84, -143.6, -398.5
sphere: A = 166, R = 6.595 fm = 0.017079 hbar/mc
Er sphere: size shift [eV], 1-<beta>, <beta>-E/m, -<V+rV'>/m
1s: 15.012, 0.13172316, 5.063e-05, 5.063e-05
2s: 2.345, 0.03349984, 7.906e-06, 7.906e-06
2p1/2: 0.127, 0.03351165, 4.299e-07, 4.299e-07
2p3/2: 0.000, 0.03126813, 1.008e-11, 1.008e-11
sphere 1s: dE/dm = 0.8682768, <beta> = 0.8682768, E/m = 0.8682262
sphere 1s: R dE/dR = 5.0634e-05 m, 2 gamma shift = 5.1012e-05 m
transition: energy point [eV], error at Lam=10 m point [eV], sphere [eV]
2p3/2-1s: 51373.30, 461.705, 461.337
2p3/2-2p1/2: 1146.78, 10.306, 10.303
2s-2p1/2: 0.00, 0.000, 0.054
1s |error|/scale: Lam=10 m 8.41, Lam=1000 m 23.34
all assertions hold
```
